# How warm does a current-carrying 20 nm square line become?

## Question

I am stuck on an exercise about a metal line in a chip. The line has a square cross-section with a side of 20 nm and a resistivity of 5 microohm cm. It carries a current density of 10 megaampere per square centimetre. The "heat-loss coefficient" is 1 W/(m K), and I have to find how much warmer the line gets than its surroundings.

Three things stop me. No length is given, so I cannot compute a resistance. The heat-loss coefficient has the units of a thermal conductivity, so I don't know whether I should divide it by some distance or multiply it by the perimeter. And I don't see why the line should have one single temperature, when heat is produced throughout it and leaves through its surface. Could someone also explain why the heat produced is resistivity times current density squared?

## Answer

The length is missing because it cancels: both the heat produced and the heat lost are proportional to it. The coefficient, which I call $g$, is the heat lost per unit time, per unit length of line and per kelvin of temperature rise. A piece of length $\ell$ whose surface is warmer than the surroundings by $\Delta T$ therefore loses heat at the rate $g\,\ell\,\Delta T$. The perimeter is already contained in $g$.

A thermal conductivity $\kappa$ has the same units but a different role. It multiplies an area and a temperature gradient, whereas $g$ multiplies a length and a temperature difference. Both products are powers.

I use atomic units in the algebra, so the electron mass, the magnitude of its charge and $\hbar$ are 1. Temperature stays in kelvin.

### Where the heat comes from

Take the Drude model: $n$ electrons per unit volume, each colliding with probability $dt/\tau$ in a short time $dt$, whatever its history. A collision leaves the electron with a velocity $\mathbf v_0$ of random direction.

The probability of no collision during a time $t$ is $e^{-t/\tau}$. The time since an electron's last collision thus lies between $t$ and $t+dt$ with probability $e^{-t/\tau}dt/\tau$: a collision happened in that interval, and none since. Integration by parts gives the two averages we need:

$$\langle t\rangle=\int_0^\infty t\,e^{-t/\tau}\frac{dt}{\tau}=\Big[-t\,e^{-t/\tau}\Big]_0^\infty+\int_0^\infty e^{-t/\tau}dt=\tau,$$

$$\langle t^2\rangle=\Big[-t^2e^{-t/\tau}\Big]_0^\infty+2\int_0^\infty t\,e^{-t/\tau}dt=2\tau\langle t\rangle=2\tau^2 .$$

The electron charge is $-1$, so a field $\mathbf E$ exerts the force $-\mathbf E$, and the velocity at time $t$ after a collision is $\mathbf v_0-\mathbf E t$. The random part averages to zero, which leaves the mean velocity $-\mathbf E\tau$. The current density is charge times density times mean velocity:

$$\mathbf J=(-1)\,n\,(-\mathbf E\tau)=n\tau\,\mathbf E,\qquad \rho=\frac{E}{J}=\frac{1}{n\tau}.$$

Between collisions the field changes the kinetic energy of an electron by

$$\tfrac12|\mathbf v_0-\mathbf E t|^2-\tfrac12|\mathbf v_0|^2=-\mathbf v_0\cdot\mathbf E\,t+\tfrac12E^2t^2 .$$

The first term averages to zero over the directions of $\mathbf v_0$. The second averages to $\tfrac12E^2\cdot2\tau^2=E^2\tau^2$. Since the chance of colliding does not depend on $t$, the electrons that collide at a given moment have the same distribution of $t$ as all the others, and this is the mean energy gained before a collision. In a steady state the collisions pass this energy on to the lattice. There are $n/\tau$ collisions per unit volume and time, so the heat per unit volume and time is

$$q=\frac n\tau\,E^2\tau^2=n\tau E^2=\frac{E^2}{\rho}=\frac{(\rho J)^2}{\rho}=\rho J^2 .$$

The density and the collision time appear in the result through $\rho$ alone, so you need neither of them. Note also that $n\tau E^2=JE$, which is the work done by the field on the current per unit volume and time.

### The heat balance

With side $a$ and area $A=a^2$, the heat produced per unit length and time is

$$P=qA=\rho J^2A .$$

Let $C$ be the heat capacity per unit length. If the line is long and uniform, no net heat flows into a slice from its neighbours, and

$$C\,\frac{d\,\Delta T}{dt}=P-g\,\Delta T .$$

If the current is switched on at $t=0$ with $\Delta T=0$, the solution is $\Delta T=(P/g)\left(1-e^{-gt/C}\right)$. Indeed, its derivative times $C$ is $P e^{-gt/C}$, and this equals $P-g\Delta T$. Once $t$ is several times $C/g$, the rise has settled at

$$\boxed{\Delta T=\frac{P}{g}=\frac{\rho J^2A}{g}}$$

The heat capacity affects how long the warming takes, but not the final temperature. The time $C/g$ assumes that the loss is $g\,\Delta T$ at every instant. For a line buried in a dielectric, the surrounding material must warm up too, so the approach is slower than this single exponential, while the final value is the same.

### Putting in the numbers

I measure energy in eV, length in angstrom, time in fs and charge in units $e$ of the elementary charge. One coulomb is $6.2415\times10^{18}\,e$, and one joule is the same number of eV. The data become

$$\rho=5\times10^{-8}\ \mathrm{\frac{V\,s\,m}{C}}=\frac{5\times10^{-8}\cdot10^{15}\cdot10^{10}}{6.2415\times10^{18}}=0.08011\ \mathrm{V\,fs\,Å}/e,$$

$$J=10^{11}\ \mathrm{\frac{C}{s\,m^2}}=\frac{10^{11}\cdot6.2415\times10^{18}}{10^{15}\cdot10^{20}}=6.2415\times10^{-6}\ e/(\mathrm{fs\,Å^2}),$$

$$g=1\ \mathrm{\frac{J}{s\,m\,K}}=\frac{6.2415\times10^{18}}{10^{15}\cdot10^{10}}=6.2415\times10^{-7}\ \mathrm{eV/(fs\,Å\,K)} .$$

The side is 200 Å, so $A=40000\ \mathrm{Å^2}$. Since $e$ times a volt is an eV,

$$q=0.08011\times(6.2415\times10^{-6})^2=3.121\times10^{-12}\ \mathrm{eV/(fs\,Å^3)},$$

$$P=3.121\times10^{-12}\times40000=1.248\times10^{-7}\ \mathrm{eV/(fs\,Å)},$$

$$\Delta T=\frac{1.248\times10^{-7}}{6.2415\times10^{-7}}\ \mathrm K=0.20\ \mathrm K .$$

As an energy, $k_B\Delta T$ is $1.7\times10^{-5}$ eV.

At fixed $g$ and $\rho$ the rise grows as $J^2$: ten times the current density gives 20 K. The dependence on the side needs more care, because $g$ may itself depend on $a$. Suppose that the heat leaves through all four faces at a rate $h\,\Delta T$ per unit area. Then $g=4ah$, and

$$\Delta T=\frac{\rho J^2a^2}{4ah}=\frac{\rho J^2a}{4h},$$

which is proportional to $a$ and not to $a^2$. This is where the perimeter would enter if you were given a coefficient per unit area.

### Why one temperature is enough

Put the origin at the centre of the cross-section. In the steady state the temperature obeys $\kappa\nabla^2T=-q$. Assume for the moment that the heat leaves evenly over the four faces, with a flux $P/(4a)=qa/4$ per unit area. Try

$$T=T_c-\frac{q}{4\kappa}(x^2+y^2),$$

where $T_c$ is the temperature at the centre. The Laplacian of $x^2+y^2$ is 4, so the heat equation is satisfied. The outward flux at the face $x=a/2$ is

$$-\kappa\frac{\partial T}{\partial x}=\frac{q}{2}\,x\,\Big|_{x=a/2}=\frac{qa}{4},$$

as required, and the other faces follow by symmetry. On this face $x^2=a^2/4$, while the mean of $y^2$ is

$$\frac1a\int_{-a/2}^{a/2}y^2\,dy=\frac{a^2}{12}.$$

The centre is therefore warmer than the mean surface by

$$\frac{q}{4\kappa}\left(\frac{a^2}{4}+\frac{a^2}{12}\right)=\frac{qa^2}{12\kappa}=\frac{P}{12\kappa}.$$

Divided by the rise $P/g$, this is $g/(12\kappa)$. One temperature suffices when $g\ll12\kappa$.

The exercise gives no conductivity, so I choose a round value, $\kappa=6\times10^{-5}$ eV/(fs Å K). The difference is then

$$\frac{1.248\times10^{-7}}{12\times6\times10^{-5}}\ \mathrm K=1.7\times10^{-4}\ \mathrm K,$$

less than a thousandth of the rise. Read this as an order of magnitude. With the electron density of copper, this resistivity means a mean free path of about 13 nm, comparable to the side, so Fourier's law is only marginally valid across the section. Electrons and lattice are also given one temperature. Their real offset is $q/G$, where $G$ is the electron-phonon coupling. With $q=5\times10^{14}$ W/m³ and $G$ of order $10^{17}$ W/(m³ K), it is a few millikelvin, which is larger than the spread above but still a few percent of the rise.

The even flux was an approximation, since a warmer part of the surface loses more heat. From the middle of a face to a corner, however, the temperature found above falls by $q(a/2)^2/(4\kappa)=P/(16\kappa)$, which is again small against $P/g$. If the loss is instead made proportional to the local surface temperature rise, and the heat equation is solved by finite volumes on a grid of 41 by 41 cells, the difference is still $1.7\times10^{-4}$ K.

### How long is "long"?

Real lines end somewhere. Suppose that both ends, at $x=\pm L/2$, are held at the temperature of the surroundings, where $x$ now runs along the line. Let $u(x)$ be the local rise. The heat current along the line is $-\kappa A\,u'$, so a slice of thickness $dx$ gains $\kappa A\,u''dx$ from its neighbours. Its steady balance is

$$\kappa A\,u''-g\,u+P=0 .$$

Write $u=P/g+w$. The constants cancel, leaving

$$w''=\frac{w}{\lambda^2},\qquad \lambda=\sqrt{\frac{\kappa A}{g}} .$$

The solution symmetric about the middle is $w=B\cosh(x/\lambda)$. The condition $u(\pm L/2)=0$ gives $B=-(P/g)/\cosh(L/2\lambda)$, so at the midpoint

$$u(0)=\frac Pg\left[1-\frac{1}{\cosh(L/2\lambda)}\right].$$

For the chosen conductivity,

$$\lambda=\sqrt{\frac{6\times10^{-5}\times40000}{6.2415\times10^{-7}}}\ \mathrm{Å}=1961\ \mathrm{Å}.$$

A line of length 20000 Å has $L/2\lambda=5.1$, and its midpoint rise is 0.198 K, about one percent below the long-line value. A line of length 2000 Å has $L/2\lambda=0.51$, and its midpoint rise is 0.023 K. Most of its heat leaves through the ends. These figures depend on the chosen conductivity, which is 96 W/(m K). The Wiedemann-Franz law with the given resistivity yields 147 W/(m K) at 300 K, and then $\lambda=2421$ Å and the two midpoint rises are 0.194 K and 0.016 K.

The short limit shows this in the formula. For small $z$, $1-1/\cosh z\approx z^2/2$, so for $L\ll2\lambda$

$$u(0)\approx\frac Pg\,\frac{L^2}{8\lambda^2}=\frac{PL^2}{8\kappa A}.$$

The coefficient $g$ has dropped out. The boxed formula thus needs $L\gg2\lambda$, and it describes the line away from its ends.

### If the resistivity changes with temperature

I have taken $\rho$ as the resistivity of the line at its operating temperature. Suppose instead that it is the value at the temperature of the surroundings, and that the resistivity grows as $\rho(1+\alpha\Delta T)$. At fixed current density the heat produced grows by the same factor. With $P=\rho J^2A$ as before, the long-line balance becomes

$$g\,\Delta T=P(1+\alpha\,\Delta T)\quad\Longrightarrow\quad(g-\alpha P)\,\Delta T=P\quad\Longrightarrow\quad\Delta T=\frac{P}{g-\alpha P}=\frac{P/g}{1-\alpha P/g}.$$

Take the round value $\alpha=0.004$ per kelvin, typical of a pure bulk metal. It is on the high side here. In a copper line at 5 microohm cm, most of the resistivity comes from scattering that hardly depends on temperature, and Matthiessen's rule gives about 0.0013, which would turn the 21.7 K below into 20.5 K. Here $\alpha P/g=0.004\times0.2=0.0008$, and the rise changes from 0.2000 K to 0.2002 K. You can ignore that.

At ten times the current density, $P/g$ is 20 K and $\alpha P/g=0.08$. The rise is then $20/0.92=21.7$ K, so the correction has become visible.

The result holds for $\alpha P<g$. In the time-dependent balance, $C\,d\Delta T/dt=P-(g-\alpha P)\Delta T$, the right side stays positive for every $\Delta T\ge0$ once $\alpha P\ge g$. A long line then keeps warming for as long as the linear laws for resistivity and heat loss apply. A line with cool ends can still settle if $L<\pi\sqrt{\kappa A/(\alpha P-g)}$. At fixed current, the extra heat from each further kelvin is no longer smaller than the extra loss.

For your exercise, with a long line in the steady state, the answer is 0.2 K.
